\section*{Bond Forces and Reflected Momentum Flux in a Current-Carrying Tight-Binding Chain}

\section{What symmetry and dimensions fix}

A scatterer sits in an infinite chain of atoms with spacing $a$. Extra electrons arrive from the left in an energy window. What force do they exert on the atoms around the scatterer? Take $\hbar=1$ and independent electrons, so that contributions from different energies add. One channel with two spins delivers $2\,dE/(2\pi)=dE/\pi$ electrons per unit time in the interval $dE$, whatever the band. A force is a rate times a momentum, and the momentum scale of the chain is $1/a$.

Mirror symmetry of the clean leads fixes the dependence on the reflection probability $R$. Waves with phase advance $+\theta$ and $-\theta$ per bond stress the chain equally. Interference aside, the left lead carries intensity $1+R$ and the right lead $1-R$. The force is the difference of the two stresses, hence proportional to $(1+R)-(1-R)=2R$:
\begin{equation}
F=\frac1\pi\int dE\;2R(E)\,p(E),\qquad p=\frac{g(\theta)}{a}.
\label{eq:form}
\end{equation}
The function $g$ and the treatment of the interference remain to be found. It is tempting to set $p=\theta/a$, the crystal momentum. The bond forces give a different answer, which can even have the opposite sign.

\section{Model and force operator}

Each atom carries one orthogonal orbital. The bond between atoms $n$ and $n+1$, of length $d_n=x_{n+1}-x_n$, contributes
\begin{equation}
\begin{aligned}
h_n=t(d_n)\big[&\lambda(|n\rangle\langle n|+|n{+}1\rangle\langle n{+}1|)\\
&-|n\rangle\langle n{+}1|-|n{+}1\rangle\langle n|\big],
\end{aligned}
\end{equation}
with $t(d)=t_0(a/d)^q$. The number $\lambda$ sets how strongly a bond shifts the on-site energies: $\lambda=0$ is the usual hopping model, while $\lambda=1$ with $t_0=1/(2a^2)$ and $q=2$ is, for equal bond lengths, the finite-difference kinetic energy of a free electron of unit mass. The scatterer is an on-site energy $U$ on atom $0$, which moves with that atom, together with a displacement of the atom.

In a clean chain every site belongs to two bonds, so
\begin{equation}
\varepsilon(\theta,a)=2t(a)(\lambda-\cos\theta).
\label{eq:band}
\end{equation}
Energies $E$ below are measured from the fixed band centre $2\lambda t_0$, which gives $E=-2t_0\cos\theta$ with $0<\theta<\pi$.

For atoms held at fixed positions and an orthogonal basis, the electronic force is $F_n=-\mathrm{Tr}(\rho\,\partial H/\partial x_n)$, where $\rho$ is the density matrix including spin. Define the bond tension $T_n=\mathrm{Tr}(\rho\,\partial H/\partial d_n)$. Since $\rho_{n,n+1}+\rho_{n+1,n}=2\,\mathrm{Re}\,\rho_{n,n+1}$,
\begin{equation}
T_n=t'(d_n)\big[\lambda(\rho_{nn}+\rho_{n+1,n+1})-2\,\mathrm{Re}\,\rho_{n,n+1}\big].
\label{eq:tension}
\end{equation}
Moving atom $n$ to the right shortens $d_n$ and lengthens $d_{n-1}$, so $F_n=T_n-T_{n-1}$. Summed over the atoms $n_1+1,\dots,n_2$, the inner tensions cancel in pairs:
\begin{equation}
F_{\rm block}=T_{n_2}-T_{n_1}.
\label{eq:block}
\end{equation}
Central differences of $\mathrm{Tr}(\rho H)$ at fixed $\rho$, for a rigidly shifted block and for the impurity atom alone, test these signs to $10^{-5}$ of the largest tension.

\section{The nonequilibrium density matrix}

Cut out a finite device and replace each lead by a self-energy $\Sigma=t_0^2g_s$ on the end site. The end of a semi-infinite lead obeys $g_s=1/(E-t_0^2g_s)$. The trial solution $g_s=-e^{i\theta}/t_0$ works, because
\begin{equation}
E-t_0^2g_s=-t_0(e^{i\theta}+e^{-i\theta})+t_0e^{i\theta}=-t_0e^{-i\theta},
\end{equation}
whose inverse is $-e^{i\theta}/t_0$. Thus $\Sigma=-t_0e^{i\theta}$. Its imaginary part is negative, as outgoing waves require, and $\Gamma=-2\,\mathrm{Im}\,\Sigma=2t_0\sin\theta$.

Let $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$ and let $g$ be its column belonging to the left end site $l$. States filled from the left give
\begin{equation}
\rho=2\int\frac{dE}{2\pi}\,G\Gamma_LG^\dagger
=\frac1\pi\int dE\,\Gamma\,gg^\dagger .
\label{eq:rho}
\end{equation}
One linear solve per energy is therefore enough.

To see which states these are, take a scattering state with $\psi_j=e^{i\theta j}+re^{-i\theta j}$ in the left lead. The site just outside the device has
\begin{equation}
\begin{aligned}
\psi_{l-1}&=e^{i\theta(l-1)}+re^{-i\theta(l-1)}\\
&=e^{i\theta}\psi_l+e^{i\theta(l-1)}-e^{i\theta(l+1)}\\
&=e^{i\theta}\psi_l-2i\sin\theta\,e^{i\theta l}.
\end{aligned}
\end{equation}
In the Schr\"odinger equation at site $l$, the term $t_0\psi_{l-1}$ supplies $-\Sigma\psi_l$ and a source:
\begin{equation}
[(E-H-\Sigma_L-\Sigma_R)\psi]_l=2it_0\sin\theta\,e^{i\theta l}=i\Gamma e^{i\theta l}.
\end{equation}
At the right end the wave is outgoing, $\psi_{\rm next}=e^{i\theta}\psi_{\rm end}$, and there is no source. Hence $\psi=i\Gamma e^{i\theta l}g$, so $\psi\psi^\dagger=\Gamma^2gg^\dagger$ and
\begin{equation}
\Gamma gg^\dagger=\frac{\psi\psi^\dagger}{2t_0\sin\theta}.
\label{eq:scatt}
\end{equation}
The denominator is $dE/d\theta$, the speed in sites per unit time.

\section{Tension in the leads}

Let $R=|r|^2$ and $s=re^{-i\theta(2j+1)}$. On the left, $|\psi_j|^2=1+R+2\,\mathrm{Re}(re^{-2i\theta j})$, and the last bracket equals $se^{i\theta}$. On site $j+1$ it becomes $se^{-i\theta}$. Therefore
\begin{align}
|\psi_j|^2+|\psi_{j+1}|^2&=2(1+R)+4\cos\theta\,\mathrm{Re}\,s,\\
2\,\mathrm{Re}(\psi_j\psi_{j+1}^*)&=2(1+R)\cos\theta+4\,\mathrm{Re}\,s.
\end{align}
In the second line the direct products are $e^{-i\theta}$ and $Re^{i\theta}$, and the cross products are $s^*$ and $s$. Equation \eqref{eq:tension}, for one state of unit incident amplitude, gives
\begin{equation}
\begin{aligned}
T_L=t'(a)\big[&2(1+R)(\lambda-\cos\theta)\\
&+4(\lambda\cos\theta-1)\,\mathrm{Re}\,s\big].
\end{aligned}
\label{eq:TL}
\end{equation}
On the right there is one wave, of intensity $1-R$, so
\begin{equation}
T_R=2t'(a)(1-R)(\lambda-\cos\theta).
\label{eq:TR}
\end{equation}

The amplitude $r$ can be found without a Green function. Start from $e^{i\theta j}$ on the right and step leftwards with
\begin{equation}
\psi_{j-1}=\frac{(E-H_{jj})\psi_j-H_{j,j+1}\psi_{j+1}}{H_{j,j-1}} .
\end{equation}
In the left lead $\psi_j=Az^j+Bz^{-j}$ with $z=e^{i\theta}$. Eliminating one wave at a time,
\begin{equation}
\begin{aligned}
\psi_{j+1}-z^{-1}\psi_j&=Az^j(z-z^{-1}),\\
\psi_{j+1}-z\psi_j&=Bz^{-j}(z^{-1}-z),
\end{aligned}
\end{equation}
and $r=B/A$. Tensions from these amplitudes and from \eqref{eq:rho} agree on every tested lead bond to within about $10^{-5}$ of the largest tension, the tolerance of the test, interference included. Both sides use the same energy nodes, so this tests the Green function and not the energy quadrature.

\section{The momentum that the bonds feel}

A plane wave of unit amplitude has tension $2t'(\lambda-\cos\theta)$ and particle flux $2t_0\sin\theta$. Compression counts as positive momentum flux, so the momentum per electron is minus the ratio of the two. With $t'(a)=-qt_0/a$,
\begin{equation}
p=\frac{q}{a}\,\frac{\lambda-\cos\theta}{\sin\theta}.
\label{eq:p}
\end{equation}
The same quantity follows from \eqref{eq:band}, whose derivatives are $(\partial\varepsilon/\partial a)_\theta=2t'(\lambda-\cos\theta)$ and $(\partial\varepsilon/\partial\theta)_a=2t\sin\theta$:
\begin{equation}
p=-\frac{(\partial\varepsilon/\partial a)_\theta}{(\partial\varepsilon/\partial\theta)_a}
=\left(\frac{\partial\theta}{\partial a}\right)_{\varepsilon}.
\end{equation}
It is the extra phase gained per unit stretch at fixed total energy. For a free electron $\theta=ka$, and the derivative is $k$.

For $\lambda=1$, $q=2$ the half-angle formula gives
\begin{equation}
p=\frac2a\tan\frac\theta2=\frac\theta a\Big(1+\frac{\theta^2}{12}+\dots\Big).
\end{equation}
At $\theta=0.05$ the correction is $0.0025/12=0.000208$, in agreement with the computed ratio $1.000208$. For $\lambda=0$, instead, $p=-(q/a)\cot\theta$, which is negative in the lower half band. Those electrons occupy bonding combinations and pull their atoms together. Reflection puts more of them on the left, where the tension rises, and the block is pulled against the electron flow.

Now drop the interference term, subtract \eqref{eq:TL} from \eqref{eq:TR}, and divide by $2t_0\sin\theta$ as \eqref{eq:scatt} requires:
\begin{equation}
\begin{aligned}
\frac{T_R-T_L}{2t_0\sin\theta}
&=\frac{2t'(\lambda-\cos\theta)}{2t_0\sin\theta}\,[(1-R)-(1+R)]\\
&=(-p)(-2R)=2Rp .
\end{aligned}
\end{equation}
The prefactor $1/\pi$ in \eqref{eq:rho} completes \eqref{eq:form}.

The background filling does not alter this result. Unitarity gives the same $R$ for incidence from either side. Right-incident electrons put $1-R$ on the left and $1+R$ on the right, which reverses the averaged force. Levels filled equally from both leads thus contribute no cut-averaged force, and the computed sum vanishes within the tolerance of $10^{-3}$ of $F$.

\paragraph{Limits.} For an impurity on an undisplaced atom, continuity at site $0$ gives $\tau=1+r$ for the transmitted amplitude. The equation at that site is
\begin{equation}
(E-U)\tau=-t_0(e^{-i\theta}+re^{i\theta}+\tau e^{i\theta}).
\end{equation}
Inserting $r=\tau-1$ and $E=-2t_0\cos\theta$ yields $\tau(2it_0\sin\theta-U)=2it_0\sin\theta$, so
\begin{equation}
R=1-|\tau|^2=\frac{U^2}{U^2+4t_0^2\sin^2\theta}.
\end{equation}
The cut-averaged force is quadratic in a weak $U$ away from the band edges, whereas the interference term at a single cut is linear in $U$. At the lower edge $R\to1$, and for $\lambda=0$ the momentum diverges as $-q/(a\theta)$. The integrated force stays finite, because $dE=2t_0\sin\theta\,d\theta$ cancels the divergence.

\section{Error analysis}

\paragraph{Position of the cut.} For $0\le\lambda\le1$ the interference term is no small correction at a single energy. From \eqref{eq:TL}, the ratio of its amplitude to the averaged force at one energy is
\begin{equation}
\kappa=\frac{4|1-\lambda\cos\theta|\sqrt R}{4R|\lambda-\cos\theta|}
=\frac{|1-\lambda\cos\theta|}{\sqrt R\,|\lambda-\cos\theta|}.
\end{equation}
Since $(1-\lambda\cos\theta)^2-(\lambda-\cos\theta)^2=(1-\lambda^2)\sin^2\theta$, this range of $\lambda$ gives $\kappa\ge1/\sqrt R\ge1$. A window of width $W$ spans phases $\delta\theta\simeq W/(2t_0\sin\theta)$. If $r$ varies slowly over it, the oscillation at bond $j$ is reduced by $\sin y/y$ with $y=|2j+1|\,\delta\theta/2$. The decay with distance is thus slow, and averaging over cuts is far more effective.

Average over $M=L-1$ consecutive left bonds with Hann weights
\begin{equation}
w_m=\frac1L\Big(1-\cos\frac{2\pi m}{L}\Big),\qquad m=1,\dots,L-1,
\end{equation}
which sum to one. An oscillation $e^{-i\omega m}$, with $\omega=2\theta$ up to sign, is multiplied by $S=\sum_mw_me^{-i\omega m}$. Split the cosine into exponentials and sum three geometric series. All share the numerator $1-e^{-i\omega L}$, and $1/(1-e^{-i\omega})=\frac12-\frac i2\cot(\omega/2)$. The constants $\frac12$ cancel, leaving
\begin{equation}
\begin{aligned}
|S|=\frac{|1-e^{-i\omega L}|}{2L}\Big|&\cot\theta-\tfrac12\cot\big(\theta-\tfrac\pi L\big)\\
&-\tfrac12\cot\big(\theta+\tfrac\pi L\big)\Big|.
\end{aligned}
\end{equation}
The combination of cotangents is, to leading order, $-\frac12(\pi/L)^2\cot''\theta$, with $\cot''\theta=2\cos\theta/\sin^3\theta$. The first numerator is at most $2$, so
\begin{equation}
|S|\lesssim\frac{\pi^2}{L^3}\,\frac{|\cos\theta|}{\sin^3\theta}.
\label{eq:hann}
\end{equation}
Equal weights would leave up to $1/(M\sin\theta)$. With $M=170$ and $\theta=1.018$, the two estimates are $1.7\times10^{-6}$ and $7\times10^{-3}$. The relative error of the averaged force is then about $\kappa|S|$ or less. The estimate fails near the band edges, where $\sin\theta$ is comparable with $\pi/L$ and the oscillation becomes too slow to average out.

\paragraph{Energy quadrature.} With $\theta$ linearized across the window, the integrand on bond $j$ contains $e^{i\nu u}$, $-1<u<1$, with $\nu=|2j+1|\,\delta\theta/2$. The error of a $K$-point Gauss rule for this factor is at most about $\pi(\nu/2)^{2K}/(2K)!$. The farthest bonds of a 401-site device have $\nu\approx12$, and $K=48$ makes this far smaller than rounding. The number of nodes must grow with device length times window width.

\paragraph{The steady state itself.} Equation \eqref{eq:rho} was compared with real-time evolution in an isolated chain of 900 sites with open ends. Electrons with a smooth energy distribution initially fill a region far to the left and then spread past the scatterer. Within 15 sites of the impurity the two density matrices differ by at most $2\times10^{-10}$ of the largest element.

\paragraph{A check without cut averaging.} Send in one electron as a packet $\int_0^\pi\frac{d\theta}{2\pi}f(\theta)\psi^{\theta}e^{-iEt}$, normalized by $\int|f|^2d\theta/2\pi=1$. Integrated over time, products of different energies vanish, because
\begin{equation}
\int dt\,e^{-i(E-E')t}=2\pi\,\delta(E-E')=\frac{2\pi\,\delta(\theta-\theta')}{2t_0\sin\theta}.
\end{equation}
The impulse on the block is therefore
\begin{equation}
J=\int_0^\pi\frac{d\theta}{2\pi}|f|^2\,\frac{T_R-T_L}{2t_0\sin\theta}
\simeq\int_0^\pi\frac{d\theta}{2\pi}|f|^2\,2Rp .
\end{equation}
For a Gaussian packet with position spread $\sigma$, $|f|^2$ has width $1/(2\sigma)$ in $\theta$. Its Fourier transform suppresses the interference by $\exp[-(2j+1)^2/(8\sigma^2)]$, if $r$ varies slowly over that width. For $\sigma=20$ sites and a cut 100 sites from the scatterer this is $4\times10^{-6}$. Physically, the incident packet has passed the cut before the reflected one returns.

\section{Worked example}

The round parameters are $a=5$ bohr, $q=2$, $t_0=0.02$ hartree, $U=0.02$ hartree, a displacement of $0.3$ bohr and $W=0.002$ hartree. Case A has $\lambda=0$ and its window in the lower half band; B has the same window and $\lambda=1$; C has $\lambda=0$ and a window in the upper half band.

In case A the window centre has $\cos\theta=0.021/0.04=0.525$, so $\theta=1.018$ and $p=-(2/5)\cot\theta=-0.2467$. With $R=0.2719$ and $W/\pi=6.366\times10^{-4}$, the values at the centre give
\begin{align}
I&\simeq\frac W\pi(1-R)=4.635\times10^{-4}\ \text{a.u.},\\
F&\simeq\frac W\pi\,2Rp=-8.54\times10^{-5}\ \text{hartree/bohr}.
\end{align}
Full integration gives $4.634\times10^{-4}$ a.u., or $3.07\,\mu$A, and $-8.555\times10^{-5}$ hartree/bohr, or $-7.05$ pN. The crystal momentum $\theta/a=0.2036$ would have predicted $+7.05\times10^{-5}$ hartree/bohr, with the wrong sign.

In case B the force is $+7.363\times10^{-5}$ hartree/bohr, or $6.07$ pN, along the flow. Here $\theta/a$ is $9\%$ below $p=0.2232$, a lattice correction at this $\theta$. In case C the momentum is $+0.2467$ and the force $+9.393\times10^{-5}$ hartree/bohr, or $7.74$ pN, while $\theta/a=0.4247$ is $1.7$ times as large as $p$. The reflection differs between A and C. For $\lambda=0$, changing the sign of alternate orbitals maps $(E,U)$ to $(-E,-U)$, so reversing $E$ alone is no symmetry when $U$ and altered bonds act together.

A single cut is a poor measure of the flux. In case A the block force ranges from $-2.66\times10^{-4}$ to $+1.27\times10^{-4}$ hartree/bohr as the left cut moves between 21 and 190 sites from the scatterer. This fits $\kappa=1/(\sqrt{0.2719}\times0.525)=3.65$, which allows deviations up to $3.1\times10^{-4}$ at a single energy; the finite window reduces them with distance. After Hann averaging, the force and the flux integral differ by about $10^{-6}$ of their value in case A and $2\times10^{-6}$ in case C. Both lie below the estimate $\kappa|S|\approx6\times10^{-6}$. The packet impulse in case A is $-0.13453$ a.u. from time evolution and from $2Rp$ alike; in all three cases the two agree to about $10^{-5}$ of their value.

The force on the impurity atom alone is another quantity again. In case C it is $-2.13\times10^{-4}$ hartree/bohr, opposite to the block force and more than twice as large. Reflected flux determines the averaged total on the block, not its distribution among the atoms.

\section{What the force leaves out}

The electrons here do not interact, and ion--ion repulsion is absent. Reflection leaves an unscreened excess of electrons on the left. By \eqref{eq:TL} and \eqref{eq:TR}, the cut-averaged tension is $2t'(\lambda-\cos\theta)$ times the mean extra density per site. Suppose that screening restores neutrality in both leads through a slowly varying potential. If the injected window is narrow and lies at the Fermi level, linear screening changes the occupation at the same $\theta$, and the averaged tension difference then disappears together with the density difference. The field does not restore the block total: Coulomb forces between charges inside the block cancel in pairs, and a uniform field exerts no net force on a neutral block. A force on the scatterer is then balanced by opposite forces on the surrounding atoms. This argument was not tested numerically. It marks the regime of \eqref{eq:form}: the unscreened force from momentum transfer by injected, independent electrons, and not the full electromigration force in a metal. The numerical output lists the values for all three cases.

\section*{Numbers as computed}
\begin{verbatim}
lattice spacing a = 5.0 bohr, hopping exponent q = 2
hopping t0 = 0.0200 hartree
impurity energy U = 0.020 hartree
impurity displacement = 0.30 bohr
energy window width = 0.0020 hartree
p/(theta/a) for lam=1 at theta=0.05: 1.000208
case A: lam = 0, window centre = -0.021 hartree
 A phase per bond at centre = 1.01808 rad
 A reflection probability at centre = 0.27193
 A momentum p at centre = -0.24674 a.u.
 A crystal momentum theta/a = 0.20362 a.u.
 A current = 4.63440e-04 a.u. = 3.0696 uA
 A force on impurity atom = -9.93674e-05 hartree/bohr
 A block force, lowest over cuts = -2.65736e-04 hartree/bohr
 A block force, highest over cuts = 1.27202e-04 hartree/bohr
 A cut-averaged force = -8.554863e-05 hartree/bohr = -7.0481 pN
 A reflected momentum flux = -8.554871e-05 hartree/bohr
 A packet impulse, time evolution = -0.134526 a.u.
 A packet impulse, from 2Rp = -0.134525 a.u.
 A density matrix, relative deviation = 1.9e-10
case B: lam = 1, window centre = -0.021 hartree
 B phase per bond at centre = 1.01808 rad
 B reflection probability at centre = 0.25901
 B momentum p at centre = 0.22324 a.u.
 B crystal momentum theta/a = 0.20362 a.u.
 B current = 4.71650e-04 a.u. = 3.1240 uA
 B force on impurity atom = 1.72118e-05 hartree/bohr
 B block force, lowest over cuts = -2.92269e-05 hartree/bohr
 B block force, highest over cuts = 1.51792e-04 hartree/bohr
 B cut-averaged force = 7.363303e-05 hartree/bohr = 6.0664 pN
 B reflected momentum flux = 7.363302e-05 hartree/bohr
 B packet impulse, time evolution = 0.115692 a.u.
 B packet impulse, from 2Rp = 0.115693 a.u.
 B density matrix, relative deviation = 1.8e-10
case C: lam = 0, window centre = 0.021 hartree
 C phase per bond at centre = 2.12351 rad
 C reflection probability at centre = 0.29853
 C momentum p at centre = 0.24674 a.u.
 C crystal momentum theta/a = 0.42470 a.u.
 C current = 4.46495e-04 a.u. = 2.9574 uA
 C force on impurity atom = -2.13463e-04 hartree/bohr
 C block force, lowest over cuts = -6.34980e-05 hartree/bohr
 C block force, highest over cuts = 3.41199e-04 hartree/bohr
 C cut-averaged force = 9.392759e-05 hartree/bohr = 7.7384 pN
 C reflected momentum flux = 9.392778e-05 hartree/bohr
 C packet impulse, time evolution = 0.147714 a.u.
 C packet impulse, from 2Rp = 0.147716 a.u.
 C density matrix, relative deviation = 1.6e-10
\end{verbatim}
